Finding a sputter threshold from two yields with a square-root law

**Problem**

In directional atomic layer etching, a surface layer is first modified chemically and then removed by ions that a plasma sheath accelerates towards the wafer. The ions should remove the modified layer without sputtering the unmodified material beneath it. The sputter threshold of the unmodified material therefore sets the upper edge of the useful range of ion energy.

For argon ions at normal incidence on an unmodified film, the sputter yield Y, in atoms removed per ion, is given at two energies:

Y₁ = 0.05 at E₁ = 49 eV

Y₂ = 0.10 at E₂ = 100 eV

The yield is to be described by

Y(E) = A(√E − √Eth) for E ≥ Eth, and Y(E) = 0 for E < Eth.

Here E is the energy with which the ion reaches the surface, Eth is the threshold, and A is a positive constant. Energies are in eV, so A has the unit eV^(−1/2).

(a) Find Eth and A.

(b) Each cycle delivers 1.0 × 10¹⁶ ions/cm² to a film with 1.0 × 10¹⁵ atoms/cm² in a surface layer. How much unmodified material is sputtered per cycle at 25 eV?

(c) How firmly do the two yields fix the threshold?

**A tempting solution**

The energy roughly doubles and the yield doubles, so a straight line of Y against E looks natural. Its slope is

B = (Y₂ − Y₁)/(E₂ − E₁) = 0.05/51 = 0.00098 eV⁻¹.

Going down from the first point until the yield vanishes gives

E₀ = E₁ − Y₁/B = 49 − 51 = −2 eV.

A negative energy cannot be a threshold. The conclusion would be that the film has none, and that ions of any energy sputter it.

**Where the fault lies**

The arithmetic is right, but the line is drawn in the wrong variable. The prescribed law is linear in √E, not in E. Plotted against E it is a curve, and its extrapolation differs from that of the chord through the two points.

The difference can be found in closed form. Write x = √E, x₁ = √E₁ = 7 and x₂ = √E₂ = 10, all in eV^(1/2). If both points lie on the square-root law, then Y₂ − Y₁ = A(x₂ − x₁). Since E₂ − E₁ = (x₂ − x₁)(x₂ + x₁), the slope of the chord is

B = A/(x₁ + x₂).

The chord and the curve agree at E₁. Above threshold, their difference at another energy is

Ychord − Y = B(x² − x₁²) − A(x − x₁)

= A(x − x₁)[(x + x₁)/(x₁ + x₂) − 1]

= A(x − x₁)(x − x₂)/(x₁ + x₂).

Between the two points the factors have opposite signs, and the chord lies below the curve. For x < x₁ both factors are negative, so their product is positive and the chord lies above the curve. It still predicts a yield where the square-root law has already reached zero. The missing threshold thus comes from the choice of variable.

**Solution of (a)**

Let s = √Eth, with s ≥ 0. Both measured yields are positive, so both energies lie above threshold and the upper branch of the law applies:

Y₁ = A(x₁ − s)

Y₂ = A(x₂ − s)

Subtracting the first equation from the second removes s:

A = (Y₂ − Y₁)/(x₂ − x₁) = 0.05/3 = 0.0167 eV^(−1/2).

Dividing the second equation by the first removes A. With r = Y₂/Y₁,

x₂ − s = r(x₁ − s).

Multiplying out and collecting the terms in s gives

x₂ − s = r x₁ − r s

(r − 1)s = r x₁ − x₂

s = (r x₁ − x₂)/(r − 1).

The division by r − 1 is allowed because r = 2 here. The numbers give

s = (2 × 7 − 10)/(2 − 1) = 4 eV^(1/2)

Eth = s² = 16 eV.

Substitution confirms both yields: (7 − 4)/60 = 0.05 and (10 − 4)/60 = 0.10, where 1/60 is the unrounded value of A. A numerical solution of the two original equations also gives 16.000 eV.

The equation for s is linear, so the solution is unique. It must still satisfy s ≥ 0 before it is squared. For r > 1 this requires

r ≥ x₂/x₁ = 10/7 = 1.43.

At equality the threshold is zero and the law becomes Y = A√E. For a smaller ratio, still above 1, s is negative and no threshold fits the data. With r = 1.40, for example, s = (9.8 − 10)/0.4 = −0.5 eV^(1/2). Squaring it would give 0.25 eV, a positive number that does not satisfy the original equations.

The opposite limit follows from

x₁ − s = (x₂ − x₁)/(r − 1).

The right side is positive for r > 1, so the fitted threshold lies below E₁, as it must. As r grows without bound, the right side tends to zero and the threshold approaches E₁ from below.

**Solution of (b)**

At 25 eV the square root is 5 eV^(1/2), and the law predicts

Y(25 eV) = (5 − 4)/60 = 0.0167 atoms per ion.

The fluence supplies 10¹⁶/10¹⁵ = 10 ions per surface atom. The loss is therefore

10 × 0.0167 = 0.17 monolayer per cycle.

This counts the whole fluence as striking unmodified material. In a real cycle the first ions meet the modified layer, so the estimate describes the case in which that layer is already gone.

The chord in E would give 0.0265 atoms per ion, or 0.26 monolayer. The difference formula accounts for the excess: A(−2)(−5)/17 = 0.0098 atoms per ion.

**Solution of (c): errors in the yields**

The threshold depends on the yields through their ratio alone. An error that multiplies both by the same factor, such as a wrong ion current, changes A but not Eth. Multiplying both yields by 1.3 leaves the threshold at 16 eV.

Errors in the ratio do matter. Differentiating s with the quotient rule gives

ds/dr = [x₁(r − 1) − (r x₁ − x₂)]/(r − 1)² = (x₂ − x₁)/(r − 1)².

Because Eth = s² and dr = r d(ln r),

dEth/d(ln r) = 2s r(x₂ − x₁)/(r − 1)² = 2 × 4 × 2 × 3/1 = 48 eV.

Suppose each yield has an independent Gaussian error with a standard deviation of 10% of its value. To first order, the standard deviation of ln r is 0.10 × √2 = 0.141, and that of the threshold is 48 × 0.141 = 6.8 eV.

Random sampling of the two yields, without this linearization, puts the 16th and 84th percentiles at 8.6 and 22.1 eV, with the few samples that have no threshold (see below) counted at the low end. Among the samples that do have a threshold, the interval is 8.8 to 22.1 eV. The interval reaches further down from 16 eV than up. The distribution of ln r is symmetric about ln 2, because both yields have the same relative error distribution. The asymmetry must therefore come from the dependence of Eth on ln r. The relative change of the sensitivity with r is

(ds/dr)/s + 1/r − 2/(r − 1) = 0.75 + 0.50 − 2 = −0.75.

At r = 2 the sensitivity therefore falls as r increases. For general r, setting the same expression to zero gives 7r² − 6r − 10 = 0, so the sensitivity is largest at r = 1.70 and falls above it. One standard deviation of ln r on either side of ln 2 covers ratios from 1.74 to 2.30, all above this maximum. Within that range, a rise in ln r moves the threshold less than an equal fall does.

Some samples have no threshold. For Y₂ > Y₁, this happens when x₁Y₂ − x₂Y₁ is negative. In the units used here, this combination has mean 0.70 − 0.50 = 0.20 and standard deviation 0.10 × √(0.70² + 0.50²) = 0.086. Zero lies 2.3 standard deviations below the mean, which gives a probability of 1.0%. The sampled fraction is 0.99%.

**Solution of (c): the choice of law**

Two points determine the two constants of the law, but they leave nothing over to test its form. Another two-parameter law can pass through the same points and reach zero elsewhere. One example, which levels off at high energy, is

Y(E) = C(1 − √(E₀/E)) for E ≥ E₀, and zero below.

With q = √E₀, the ratio of the two yields gives

1 − q/x₂ = r(1 − q/x₁)

q(r/x₁ − 1/x₂) = r − 1

q = 1/(2/7 − 1/10) = 5.385 eV^(1/2).

Hence E₀ = 29 eV, and C = 0.10/(1 − 0.5385) = 0.217 atoms per ion. The same data thus give −2 eV for the line in E, 16 eV for the square-root law and 29 eV for the levelling law. The value of 16 eV follows from the data together with the prescribed law. It is an extrapolated fit parameter, not an observed onset of sputtering.

A third measurement at 25 eV could help, since the three laws predict 0.0265, 0.0167 and zero atoms per ion in the same order. It would have to be accurate. The square-root prediction at 25 eV is a combination of the measured yields:

Y(25 eV) = Y₁ + (Y₂ − Y₁)(5 − 7)/(10 − 7) = (5/3)Y₁ − (2/3)Y₂.

With errors of 10%, the two terms contribute 0.0083 and 0.0067, which combine to 0.011 atoms per ion. This is as large as the difference of 0.0098 between the square-root law and the line in E. One extra point of similar quality would not separate these two laws. Errors of about 3% in all three yields would bring the difference to roughly three standard deviations.

**What the plasma adds**

The calculation takes 49 and 100 eV as ion energies at the surface. Suppose instead that they were obtained from the magnitude of the negative wafer bias, measured from ground. A singly charged ion that crosses the sheath without collisions also gains the energy due to the plasma potential. For a plasma potential of 15 V, the true energies are 64 and 115 eV. With the yields held fixed,

s = 2√64 − √115 = 16 − 10.72 = 5.28 eV^(1/2)

Eth = 27.8 eV.

The corresponding bias is 27.8 − 15 = 12.8 V. The threshold rises by 12 eV as an ion energy, whereas the bias setting falls by about 3 V from the value of 16 V that the uncorrected fit would suggest.

A radio-frequency sheath also spreads the ion energies. A simple model is

E = Ē + (W/2)cos φ,

where Ē is the mean energy, W is the full width, and φ is uniformly distributed. The mean square deviation is (W/2)² × 1/2 = W²/8. The second-order term in the expansion of √E is −(E − Ē)²/(8Ē^(3/2)), so

⟨√E⟩ ≈ √Ē − W²/(64Ē^(3/2)).

For W = 20 eV this lowers x₁ by 0.0182 and x₂ by 0.0063 eV^(1/2). Since s = 2x₁ − x₂ at r = 2, s changes by −0.0364 + 0.0063 = −0.030 eV^(1/2). The threshold changes by 2 × 4 × (−0.030) = −0.24 eV. Direct averaging gives the same shift and a threshold of 15.8 eV. The expansion applies because all ions in both measurements stay above threshold; the lowest energy is 39 eV.

The spread matters more when the process is run near threshold. Take Eth = 16 eV and set the mean energy to the same value. The ions then range from 6 to 26 eV, and half of them lie above threshold. Near threshold √E − s ≈ (E − Eth)/(2s), and the average of the positive part of cos φ is 1/π. The mean yield is therefore about

A(W/2)/(2πs) = 0.0167 × 10/(8π) = 0.0066 atoms per ion.

Direct averaging with the full square root gives 0.0060, or 0.06 monolayer per cycle. The estimate is slightly high because the square root lies below its tangent. Sputtering stops completely only when the highest ion energy, Ē + W/2, is at or below threshold. With W = 20 eV the model cannot reach this condition. The lowest energy, Ē − W/2, must not be negative, so Ē is at least 10 eV and the highest energy is at least 20 eV. The width would first have to be reduced to 16 eV or less.

**Comparison with a real process**

The numbers are meant for the argon-ion step of plasma atomic layer etching. Ion energies of some tens of eV and a plasma potential of 10 to 20 V are rough typical values. The fluence depends on the plasma density and the duration of the ion step, and 10¹⁶ ions/cm² is taken as an example. The energy width depends strongly on the bias frequency and waveform, and 20 eV is a round choice. The two yields are round numbers as well and are not assigned to a particular material. Among the plasma effects calculated here, neglect of the plasma potential moves the fitted threshold most, by 12 eV. Replacing the square-root law by the levelling law moves it by a similar amount, 13 eV upwards. A law with a more gradual onset moves it the other way: Y ∝ √E(1 − √(Eth/E))², drawn through the same two points, gives 7 eV. The value of 16 eV is therefore not a lower bound on the onset of sputtering. Oblique incidence, surface roughness and multiply charged ions are left out. So is the threshold of the modified layer, which must be lower than that of the unmodified film for an energy window to exist.

For the stated law and data, the answer to (a) is Eth = 16 eV and A = 0.0167 eV^(−1/2). As a process limit, 16 eV should be used only after the ion energy scale has been checked and the yield has been measured closer to threshold. The remaining digits are in the numerical output.

Computed results

```
Energies E1, E2: 49, 100 eV
Yields Y1, Y2: 0.05, 0.10 atoms/ion
Square roots of E1, E2: 7, 10 eV^(1/2)
Yield ratio r: 2.00
Slope A: 0.01667 eV^(-1/2)
Root of threshold s: 4.000 eV^(1/2)
Threshold, closed formula: 16.000 eV
Threshold, numerical solution: 16.000 eV
Smallest ratio r allowing a threshold: 1.4286
Threshold with both yields times 1.3: 16.000 eV
Sensitivity dEth/d(ln r): 48.00 eV
Assumed error of each yield: 10 %
First-order error of threshold: 6.8 eV
Sampled 16-84 % interval: 8.6 to 22.1 eV
Chance of no threshold, sampled: 0.99 %
Chance of no threshold, normal law: 1.00 %
Linear law, slope B: 0.000980 eV^(-1)
Linear law, intercept E0: -2.00 eV
Saturating law, prefactor C: 0.2167 atoms/ion
Saturating law, threshold E0: 28.99 eV
Energy of third measurement: 25 eV
Yield there, square-root law: 0.0167 atoms/ion
Yield there, linear law: 0.0265 atoms/ion
Yield there, saturating law: 0.0000 atoms/ion
Ion fluence per cycle: 1.0e+16 cm^-2
Surface density: 1.0e+15 atoms/cm^2
Ions per surface atom: 10.0
Loss per cycle, square-root law: 0.167 monolayer
Loss per cycle, linear law: 0.265 monolayer
Loss per cycle, saturating law: 0.000 monolayer
Plasma potential: 15 V
Threshold ion energy with it added: 27.84 eV
Bias at that threshold: 12.84 V
Full rf energy width W: 20 eV
Threshold fitted with rf spread: 15.76 eV
Shift by rf spread, direct: -0.243 eV
Shift by rf spread, formula: -0.242 eV
Mean yield at mean energy Eth: 0.0060 atoms/ion
Loss per cycle there: 0.060 monolayer
```
